\section*{Metastable midpoint and displaced saddles on a two-harmonic migration path}

\section{Problem}

An atom migrates along a periodic path between equivalent stable sites. Its energy along the path is $A\,V(x)$, where $A>0$ is an energy and
\begin{equation}
V(x)=-\cos x-b\cos 2x ,\qquad b>0 .
\label{eq:V}
\end{equation}
The coordinate $x$ is in radians. It is related to the length $s$ along the path by $x=2\pi s/L$, where $L$ is the distance along the path from one stable site to the next. The point $x=\pi$ is the midpoint of a move.

\begin{enumerate}
\item[(a)] Show that $x=0$ is a stable minimum for every $b>0$, and that the midpoint $x=\pi$ becomes a metastable minimum when $b$ exceeds $1/4$. Decide what happens at $b=1/4$.
\item[(b)] For $b>1/4$, find the displaced saddles and the curvature there.
\item[(c)] Find the barrier out of each well, for all $b>0$ where the well exists.
\item[(d)] Examine the results just above $b=1/4$ and for large $b$.
\item[(e)] A saddle search stops at the midpoint because the force vanishes there. What error in the barrier follows if $b>1/4$, and how can it be detected?
\item[(f)] An oxygen adatom moves on a close-packed platinum surface. Take the round model parameters $A=0.20$ eV, $b=0.60$, $L=0.32$ nm and $T=300$ K. Find the saddle positions, the barriers and the hopping rates, and estimate the size of the main effects left out.
\end{enumerate}

In one dimension a ``saddle'' is a maximum along the path. It is a first-order saddle of the full energy surface if the energy rises in every direction transverse to the path, which is assumed here.

\section{Solution}

\subsection*{(a) Stationary points and their nature}

Differentiate \eqref{eq:V} and use $\sin 2x=2\sin x\cos x$:
\begin{equation}
V'(x)=\sin x+2b\sin 2x=\sin x\,(1+4b\cos x).
\label{eq:dV}
\end{equation}
The first factor vanishes at $x=0$ and $x=\pi$, for any $b$. The second vanishes when $\cos x=-1/(4b)$. This has no real solution for $b<1/4$, gives $x=\pi$ again for $b=1/4$, and gives two new points per period for $b>1/4$.

The second derivative is
\begin{equation}
V''(x)=\cos x+4b\cos 2x ,
\label{eq:ddV}
\end{equation}
so that
\begin{equation}
V''(0)=1+4b,\qquad V''(\pi)=4b-1 .
\label{eq:curv}
\end{equation}
The curvature at $x=0$ is positive for every $b>0$. The curvature at $x=\pi$ is negative for $b<1/4$, where the midpoint is a maximum, and positive for $b>1/4$, where it is a minimum.

To see which minimum is the stable one, write
\begin{equation}
V(x)-V(0)=(1-\cos x)+b\,(1-\cos 2x).
\end{equation}
Neither term can be negative, and the first vanishes only when $\cos x=1$. Hence $x=0$ and its periodic copies are the lowest points for every $b>0$. At the midpoint $\cos 2x=1$, so the second term vanishes and
\begin{equation}
V(\pi)-V(0)=2
\label{eq:two}
\end{equation}
whatever the value of $b$. For $b>1/4$ the midpoint is therefore a local minimum that lies $2A$ above the stable one, which is what metastable means.

At $b=1/4$ the curvature at $\pi$ is zero and decides nothing. Put $x=\pi+\delta$. Since $\cos(\pi+\delta)=-\cos\delta$ and $\cos(2\pi+2\delta)=\cos2\delta$,
\begin{align}
V(\pi+\delta)-V(\pi)&=-(1-\cos\delta)+b\,(1-\cos 2\delta)\nonumber\\
&=-(1-\cos\delta)+2b\,(1-\cos\delta)(1+\cos\delta)\nonumber\\
&=(1-\cos\delta)\,\bigl[2b(1+\cos\delta)-1\bigr].
\end{align}
The second line uses $1-\cos2\delta=2\sin^2\delta$. For $b=1/4$ the bracket equals $-(1-\cos\delta)/2$, and the difference is $-(1-\cos\delta)^2/2$. It is negative for every $\delta$ between $0$ and $2\pi$. The midpoint is thus still a maximum at $b=1/4$, with a flat top that falls as $-\delta^4/8$. The metastable well requires $b$ strictly greater than $1/4$.

\subsection*{(b) The displaced saddles}

For $b>1/4$ the second factor in \eqref{eq:dV} gives
\begin{equation}
x_s=\arccos\!\left(-\frac{1}{4b}\right)
\quad\text{and}\quad 2\pi-x_s .
\label{eq:xs}
\end{equation}
The cosine is negative, so $\pi/2<x_s<\pi$: there is one saddle on each side of the midpoint. For the curvature, insert $\cos2x_s=2\cos^2x_s-1$ into \eqref{eq:ddV}:
\begin{equation}
V''(x_s)=-\frac{1}{4b}+4b\left(\frac{2}{16b^2}-1\right)
=-\frac{1}{4b}+\frac{1}{2b}-4b
=-\frac{16b^2-1}{4b}.
\end{equation}
This is negative for $b>1/4$, so both points are maxima along the path.

\subsection*{(c) The barriers}

With $\cos2x=2\cos^2x-1$ the potential becomes a quadratic function of $\cos x$, and the square can be completed:
\begin{equation}
V(x)=b-\cos x-2b\cos^2x
=b+\frac{1}{8b}-2b\left(\cos x+\frac{1}{4b}\right)^{2}.
\label{eq:square}
\end{equation}
Expanding the square returns $-2b\cos^2x-\cos x-1/(8b)$, and the last term cancels the added constant. For $b>1/4$ the square can vanish, and it does so at the saddles. Their height is $V(x_s)=b+1/(8b)$, the highest value on the path. The barrier seen from any other point is the last term of \eqref{eq:square} with its sign reversed. From the stable well, $\cos x=1$:
\begin{equation}
\frac{E_{0}}{A}=2b\left(1+\frac{1}{4b}\right)^2=\frac{(1+4b)^2}{8b},\qquad b>\tfrac14 .
\label{eq:E0}
\end{equation}
From the midpoint well, $\cos x=-1$:
\begin{equation}
\frac{E_{\pi}}{A}=2b\left(\frac{1}{4b}-1\right)^2=\frac{(4b-1)^2}{8b},\qquad b>\tfrac14 .
\label{eq:Epi}
\end{equation}
Their difference is $16b/(8b)=2$, in agreement with \eqref{eq:two}.

For $b\le1/4$ the midpoint is the single maximum between neighbouring stable sites, and the barrier is $2A$. Formula \eqref{eq:E0} must not be used there. At $b=0.10$ it would give $1.4^2/0.8=2.45$ instead of 2, because it refers to a point where $\cos x=-2.5$, which is not on the real path.

\subsection*{(d) Two limits}

Just above the threshold, put $b=1/4+e$ with $0<e\ll1$, and $x_s=\pi-\delta$. Then $\cos\delta=1/(4b)=1/(1+4e)$, so
\begin{equation}
1-\cos\delta=\frac{4e}{1+4e}\approx4e .
\end{equation}
Since $1-\cos\delta\approx\delta^2/2$ for small $\delta$, and $4b-1=4e$ in \eqref{eq:Epi},
\begin{equation}
\delta\approx\sqrt{8e},\qquad
\frac{E_\pi}{A}=\frac{16e^2}{2+8e}\approx 8e^2 .
\end{equation}
The saddles move away quickly, while the well between them stays very shallow. For $e=0.001$ the displacement is already $0.089$ rad, about $5^\circ$, but the well is only $8\times10^{-6}A$ deep. The barrier from the stable site is $2+8e^2$ to leading order, so it leaves the value 2 with zero slope. Near the threshold the position of the saddle is a far more sensitive sign of the change than the barrier.

For large $b$, $\cos x_s\to0$ and the saddles approach $\pi/2$ and $3\pi/2$, the maxima of $-b\cos2x$. Expanding the squares gives
\begin{equation}
\frac{E_0}{A}=2b+1+\frac{1}{8b},\qquad \frac{E_\pi}{A}=2b-1+\frac{1}{8b}.
\end{equation}
The second harmonic alone would give the barrier $2b$ from both wells. The first harmonic makes the wells unequal by 2. At $b=2$ the saddle is at $1.696$ rad, not far from $\pi/2=1.571$, and the barrier is $5.06A$.

\subsection*{(e) Why zero force is not enough}

The potential is symmetric about the midpoint, $V(\pi+\delta)=V(\pi-\delta)$, so $V'(\pi)=0$ for every $b$. The vanishing force there is a result of symmetry and carries no information on whether the point is a maximum. If the midpoint is taken as the saddle, the barrier is reported as $2A$. For $b>1/4$ this is too low by $E_0-2A=E_\pi$, the depth of the midpoint well.

The sign of the curvature reveals the mistake. A small displacement $\delta$ gives the force $-A\,V'(\pi+\delta)\approx-A(4b-1)\delta$, in units of energy per radian. For $b>1/4$ it points back to the midpoint, as at a minimum. A search that climbs along the path follows the reversed force, proportional to $+(4b-1)\delta$. It then leaves the midpoint and rises to a displaced saddle, provided that $\delta\neq0$ at the start. A search started at $\delta=0$ stays where it is. The remedy is to compute the curvature at the converged point. If it is positive, displace the atom slightly along the path and repeat the search with a method that climbs. A method that only seeks zero force, such as Newton's, can return to the midpoint.

\subsection*{(f) Oxygen on platinum}

\paragraph{The path.} The surface has two kinds of threefold hollow, called fcc and hcp, and oxygen prefers the fcc kind. A zigzag path runs from an fcc hollow through an hcp hollow to the next fcc hollow. The two arms that meet at each hollow are mirror images, so the energy is even about both $x=0$ (fcc) and $x=\pi$ (hcp), as in \eqref{eq:V}. The model treats the zigzag as a straight line of the same length.

\paragraph{Saddles and barriers.} For $b=0.60$,
\begin{equation}
\cos x_s=-\frac{1}{2.4}=-0.4167,\qquad x_s=2.001\ \text{rad}=114.6^\circ .
\end{equation}
The saddles lie at $s=0.32\times114.6/360=0.102$ nm and at $0.218$ nm, each $0.058$ nm from the midpoint at $0.160$ nm. The barriers are
\begin{align}
E_0&=0.20\times\frac{3.4^2}{4.8}=0.482\ \text{eV}\quad(46.5\ \text{kJ/mol}),\\
E_\pi&=0.20\times\frac{1.4^2}{4.8}=0.082\ \text{eV}.
\end{align}
The midpoint guess would give $0.400$ eV. At 300 K, $k_BT=0.02585$ eV and $E_\pi=3.16\,k_BT$. With the prefactor held fixed, the guess makes the rate of escape from the stable well through one saddle too high by $e^{3.16}$, a factor of about 24.

\paragraph{Rates.} Classical transition-state theory counts each outward crossing of a saddle as an escape. The mean outward flux per atom is the probability density at the saddle times the thermal average of the outward velocity, with inward velocities counted as zero. For an adatom of mass $m$ this average is
\begin{equation}
\frac{\int_0^{\infty}v\,e^{-mv^2/2k_BT}\,dv}{\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}\,dv}
=\frac{k_BT/m}{\sqrt{2\pi k_BT/m}}=\sqrt{\frac{k_BT}{2\pi m}} .
\end{equation}
The rate through one saddle is therefore
\begin{equation}
\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-AV(x_s)/k_BT}}{\int_{\rm well}e^{-AV/k_BT}\,ds}.
\label{eq:flux}
\end{equation}
Near the bottom $x_0$ of a well the energy is $AV(x_0)+\tfrac12m\omega^2(s-s_0)^2$, with $s_0=Lx_0/2\pi$ and
\begin{equation}
\omega=\frac{2\pi}{L}\sqrt{\frac{A\,V''(x_0)}{m}} .
\end{equation}
The integral is then approximately $e^{-AV(x_0)/k_BT}\sqrt{2\pi k_BT/(m\omega^2)}$, and \eqref{eq:flux} reduces to the harmonic form
\begin{equation}
\Gamma_{\rm h}=\frac{\omega}{2\pi}\,e^{-E/k_BT},
\end{equation}
where $E$ is the barrier from that well. For oxygen, $m=16.0$ atomic mass units, $\omega/2\pi$ is $6.33$ THz in the stable well and $4.06$ THz in the midpoint well. Through one saddle the harmonic rates are $5.1\times10^4$ s$^{-1}$ out of the stable well and $1.7\times10^{11}$ s$^{-1}$ out of the midpoint well. Numerical integration of \eqref{eq:flux} gives $5.0\times10^4$ and $1.6\times10^{11}$ s$^{-1}$.

The first of these is the rate of entering the midpoint well from one side, not of completing a move. The two exits of that well are equivalent. If the atom loses memory of its arrival, it goes on with probability $1/2$ and returns with probability $1/2$. The rate of completed moves to one neighbouring stable site is then half the rate of entry, about $2.5\times10^4$ s$^{-1}$. The mean stay in the midpoint well is $1/(2\times1.6\times10^{11}\ \text{s}^{-1})\approx3$ ps, or about 13 oscillations, but this average does not ensure the loss of memory. On the straight path of the model, an atom that has just entered has enough energy to pass the second saddle, which is equally high, and without friction it would do so at once. The probability $1/2$ therefore assumes that friction with the metal removes this energy before the atom reaches the second saddle. With weaker friction more than half of the atoms that cross the first saddle go on, but this need not make moves to the neighbouring site more frequent. Many of these atoms run past the next stable site, and many crossings belong to atoms that were passing through and had not settled in the starting well. At very weak friction the true rate of escape therefore falls well below \eqref{eq:flux}. Strong friction also lowers the rate. Once the friction rate is comparable with the frequency of the barrier top, many atoms are turned back over the first saddle just after crossing it, and fewer than half of the entries become completed moves. The value $2.5\times10^4$ s$^{-1}$ thus belongs to an intermediate range of friction. On the real surface the path bends at the hollow, so an atom can be held up or turned back there even without friction.

\paragraph{Anharmonicity.} The expansion of $V$ about $x=0$ contains $-(1+16b)x^4/24$, so the well is wider than its parabola and holds more probability, which lowers the rate. In the parabola $\langle x^2\rangle=k_BT/[A(1+4b)]$ and $\langle x^4\rangle=3\langle x^2\rangle^2$. To leading order the integral in \eqref{eq:flux} grows by the fraction
\begin{equation}
\frac{A}{k_BT}\,\frac{1+16b}{24}\,\langle x^4\rangle
=\frac{1+16b}{8(1+4b)^2}\,\frac{k_BT}{A}
=\frac{10.6}{92.5}\times0.129=0.015 .
\end{equation}
The full integral lowers the rate by $1.6\%$. In the shallow midpoint well the reduction is about $10\%$.

\paragraph{Quantum effects.} The partition function of a harmonic well is $1/u$ classically and $1/[2\sinh(u/2)]$ in quantum mechanics, with $u=\hbar\omega/k_BT$. The population of the well stands in the denominator of the rate, so quantization multiplies the rate by $\sinh(u/2)/(u/2)$. Here $\hbar\omega=26.2$ meV and $u=1.01$, which gives $1.04$. Diagonalizing the Hamiltonian of the full periodic potential in plane waves also gives $1.04$.

For tunnelling, replace the barrier top by a parabola with $\hbar\omega_s=20.0$ meV, where $\omega_s$ is computed from $|V''(x_s)|$. Its transmission at energy $\varepsilon$ above the top is $1/(1+e^{-2\pi\varepsilon/\hbar\omega_s})$. With $u_s=\hbar\omega_s/k_BT=0.773$ and $t=2\pi\varepsilon/\hbar\omega_s$, the thermal average is
\begin{equation}
\kappa=\frac{u_s}{2\pi}\int_{-\infty}^{\infty}\frac{e^{-u_st/2\pi}}{1+e^{-t}}\,dt
=\frac{u_s/2}{\sin(u_s/2)}=1.03 .
\end{equation}
This uses $\int_{-\infty}^{\infty}e^{-at}/(1+e^{-t})\,dt=\pi/\sin\pi a$ for $0<a<1$, and so needs $u_s<2\pi$. For the model frequencies both quantum corrections are a few per cent at 300 K. They grow with the frequency: a well of 10 THz would have $u=1.60$ and a factor of $1.11$ instead of $1.04$.

\paragraph{Shape of the path.} A real energy profile has further harmonics. Add a third one while the height of the midpoint is held fixed:
\begin{equation}
\Delta V=c\,(\cos x-\cos3x),
\end{equation}
which vanishes at $x=0$ and $x=\pi$. To first order in $c$ the barrier changes by the value of $A\,\Delta V$ at the old saddle, because $V'(x_s)=0$ makes the shift of the saddle a second-order effect. With $\cos3x_s=4\cos^3x_s-3\cos x_s=0.961$ and $c=0.05$, the change is $0.20\times0.05\times(-0.417-0.961)$ eV $=-13.8$ meV. Locating the new maximum numerically gives $-13.3$ meV for $c=0.05$ and $+14.1$ meV for $c=-0.05$. Both lie above the first-order values $\mp13.8$ meV, since the maximum of the new curve cannot be lower than its value at the old saddle. With the prefactor held fixed, the rate changes by factors of $1.67$ and $0.58$. For this illustrative choice of $c$, it is the largest of the corrections estimated here for the escape from the stable well; a smaller $c$ would give a smaller change.

\paragraph{Comparison with the real surface.} For oxygen on this face of platinum, the fcc hollow is favoured over the hcp hollow by roughly 0.4 eV, and the barrier is roughly half an electronvolt. The parameters were chosen in that range, so the agreement is not a prediction. The model frequency of 6.3 THz is probably low; a value near 10 THz, a rough figure, would raise the harmonic rate by a factor of 1.6 at fixed barrier. The bridge position halfway between the two hollows is at 0.08 nm, while the model saddle is at 0.102 nm, nearer the hcp hollow. A real hollow has three exits instead of two, which changes the counting of moves. The model also holds the platinum atoms fixed and ignores transverse vibrations and neighbouring adatoms. Their effect on the barrier and the prefactor is not computed here, but each change of $0.026$ eV in the barrier alters the rate at 300 K by a factor of $2.7$. An error of $0.06$ eV in the barrier changes the rate tenfold, so for the real surface even the order of magnitude of the rates is uncertain, while the conditions for the displaced saddles are precise statements about the potential \eqref{eq:V}.
